# Why larger gate hysteresis need not mean more oxide traps

**Q:** Two transistors have the same channel and oxide. I sweep both gates up and down in the same way, and one shows the wider loop. Trapped electrons shift the threshold voltage, so that transistor must have more traps. Where could this go wrong?

**A:** In the word "trapped". The loop compares the charge held on the down sweep with the charge held on the up sweep at the same gate voltage. A trap that holds the same charge both times adds nothing. It may be so slow that it hardly changes during the sweep, or so fast that it has already adjusted both times.

**Q:** Then some traps are missed. Can the loss be calculated, or is it only a warning?

**A:** It can be calculated for a simple model. Take an n-type channel that stays populated throughout the sweep, and traps that exchange electrons with the channel alone. I use atomic units, with the electron charge set to one, and count electrons as positive densities.

Let the oxide have thickness $d$ and relative permittivity $\kappa$, and let the traps lie at depth $z$ from the channel. With $n$ channel electrons and $N$ trapped electrons per area, Gauss's law gives a field $4\pi n/\kappa$ between channel and traps, and $4\pi(n+N)/\kappa$ between traps and gate. The oxide voltage is therefore

$$\frac{4\pi n z}{\kappa}+\frac{4\pi(n+N)(d-z)}{\kappa}
=\frac{4\pi n d}{\kappa}+sN,\qquad s=\frac{4\pi(d-z)}{\kappa}.$$

To keep the same $n$, the gate voltage must rise by $sN$. That is the threshold shift.

The gate also moves the trap levels. If we neglect the field of the trapped charge and the motion of the channel's Fermi level, a gate change $V$ lowers the levels by $\lambda V$ relative to that Fermi level, with $\lambda=z/d$.

**Q:** And how does the trapped charge follow the gate?

**A:** Let each trap have occupation $f$, equilibrium occupation $f_{\rm eq}$ and relaxation time $\tau$:

$$\frac{df}{dt}=\frac{f_{\rm eq}-f}{\tau}.$$

For now $\tau$ is the same for all levels and does not depend on bias. Let the levels have uniform density $D$ per area and energy, extending many $k_BT$ beyond the swept range. Measure $V$ from the centre of the sweep, and let $N_0$ be the equilibrium trapped density there. Moving the levels by $\lambda V$ displaces the Fermi step $g(E)$, which falls from one to zero, so

$$N_{\rm eq}-N_0=D\int[g(E-\lambda V)-g(E)]\,dE=D\lambda V.$$

To see the last equality, differentiate the integral with respect to the displacement. This gives $g(-\infty)-g(\infty)=1$, whatever the thermal width of the step. Now write $N-N_0=D\lambda y$ and sum the trap equation over the levels:

$$\frac{dy}{dt}=\frac{V-y}{\tau}.$$

The trapped charge follows the gate voltage with a delay, and its swing is smoothed and reduced. The slower the traps, the smaller the swing.

**Q:** A longer delay should then give a wider loop.

**A:** Up to a point. Let the gate run in a triangle between $-A$ and $A$ with period $P$. Each ramp covers $2A$ in a time $P/2$, so the sweep rate is $S=4A/P$. On the up ramp $V=-A+St$. The trial solution $y=V-S\tau$ works, because its derivative is $S$ and $(V-y)/\tau$ is also $S$. Adding the decaying solution gives

$$y=V-S\tau+Ce^{-t/\tau}.$$

After many cycles the loop repeats. Two periodic solutions would differ by a decaying exponential, which cannot be periodic, so there is just one. The drive changes sign after half a period, and the solution must do the same: $y(P/2)=-y(0)$. Written out,

$$A-S\tau+Ce^{-P/2\tau}=A+S\tau-C,\qquad
C=\frac{2S\tau}{1+e^{-P/2\tau}}.$$

I read the loop at $V=0$, which the up ramp reaches at $t=P/4$. With $u=P/(4\tau)$,

$$y_{\rm up}=-S\tau+\frac{2S\tau e^{-u}}{1+e^{-2u}}
=-S\tau(1-\operatorname{sech}u).$$

By the same symmetry $y_{\rm down}=-y_{\rm up}$. The hysteresis $H$, defined as the threshold on the down sweep minus that on the up sweep, is $sD\lambda(y_{\rm down}-y_{\rm up})$. Since $S\tau=4A\tau/P=A/u$,

$$H=sD\lambda\,(2A)\,F(u),\qquad F(u)=\frac{1-\operatorname{sech}u}{u}.$$

The factor before $F$ is the shift if all the charge made accessible by the sweep took part. $F$ is the fraction that the loop displays.

**Q:** So what does $F$ do to slow and fast traps?

**A:** For slow traps $u$ is small, $\operatorname{sech}u\approx1-u^2/2$, and $F\approx u/2$. They have too little time to change. For fast traps $u$ is large and $F\approx1/u$. They lag the gate by only $S\tau$ in voltage. Between these limits, setting $dF/du=0$ gives

$$u\operatorname{sech}u\tanh u=1-\operatorname{sech}u.$$

The numerical solution is $u_*=1.51$, where $F=0.383$. The most visible traps thus have $\tau=P/(4u_*)$, about one sixth of the period. $F$ exceeds half its maximum from $u=0.41$ to $5.16$, which is 1.1 decades in $\tau$.

One loop width gives one number, but $D$ and $\tau$ are both unknown. Even for a single sample, a slower sweep can widen the loop or narrow it.

**Q:** I accept the algebra. But could this really reverse the order of two plausible samples?

**A:** Take a silicon film 3 nm thick, with a two-dimensional electron gas, on 10 nm of silicon dioxide with $\kappa=3.9$. Put the traps 1 nm from the channel, so $\lambda=0.1$. In practical units $s$ is 4.18 mV per $10^{10}$ trapped electrons per cm$^2$. The sweep is centred 1.5 V above threshold. Let the relaxation be thermally activated,

$$\tau=\tau_0e^{E_B/k_BT},\qquad \tau_0=10^{-8}\ \text{s}.$$

Sample 1 has $D=3\times10^{11}$ cm$^{-2}$ eV$^{-1}$ and barrier $E_B=0.50$ eV. Sample 2 has three times that density and a barrier of 0.58 eV. At 300 K their relaxation times are 2.51 s and 55.4 s.

For $A=1$ V the levels move through $0.1\times2=0.2$ eV. Sample 1 then has $6\times10^{10}$ accessible electrons per cm$^2$, worth 25.05 mV. Sample 2 has three times as many, worth 75.16 mV.

At 1 V/s the period is 4 s. For sample 1, $u=4/(4\times2.51)=0.398$ and $F=0.187$, so $H=25.05\times0.187=4.68$ mV. For sample 2, $u=0.0181$ and $F=0.0090$, so $H=0.68$ mV. As differences in trapped density these are about $1.1\times10^{10}$ and $0.16\times10^{10}$ cm$^{-2}$. The sample with fewer traps has the wider loop. For equal widths in this sweep, sample 2 would need 20.7 times the trap density of sample 1, not three.

**Q:** And if I change the sweep?

**A:** The order changes with it. These are steady loops from the formula:

| Sweep | $H_1$ (mV) | $H_2$ (mV) |
|---|---:|---:|
| ±1 V, 1 V/s, 300 K | 4.68 | 0.68 |
| ±1 V, 0.02 V/s, 300 K | 1.26 | 25.3 |
| ±1 V, 1 V/s, 360 K | 2.50 | 23.0 |
| ±0.3 V, 0.08 V/s, 300 K | 2.88 | 0.76 |
| ±1 V, 0.08 V/s, 300 K | 4.96 | 8.30 |

The first two rows differ in sweep rate alone, rows one and three in temperature alone, and the last two in range alone. Each pair reverses the order, while the trap densities stay fixed.

**Q:** Heating narrows the loop of sample 1 and widens that of sample 2. Did heating remove traps from the first?

**A:** No. It shortened both relaxation times: to 0.100 s in sample 1 and 1.32 s in sample 2. Setting $\tau=P/(4u_*)$ in the activation law gives the barrier that the sweep displays best:

$$E_*=k_BT\ln\frac{P}{4u_*\tau_0}.$$

For $P=4$ s this is 0.466 eV at 300 K and 0.559 eV at 360 K. Solved for temperature instead, it puts the largest loop at 322 K for sample 1 and 374 K for sample 2. Between 300 and 360 K the first passes over its maximum, while the second is still climbing.

**Q:** I would have explained the voltage range differently. A wider range reaches more trap levels.

**A:** It does, and that gives the factor $2A$. But at a fixed period that factor multiplies both samples equally, so in this model it cannot reverse their order. In the table the sweep rate was fixed instead. Then $P=4A/S$ grows from 15 to 50 s as the range grows, and $u=A/(S\tau)$. Substitution gives

$$H=2sD\lambda S\tau\left[1-\operatorname{sech}\frac{A}{S\tau}\right].$$

For fast traps the bracket tends to one and $H$ stops growing with $A$. For slow traps the bracket is $A^2/(2S^2\tau^2)$, so $H\approx sD\lambda A^2/(S\tau)$. Sample 2 is close to the slow limit: going from ±1 V to ±0.3 V multiplies its loop by 0.092, against $0.3^2=0.09$.

The energy selection is also softer than the sweep limits suggest. I integrated the occupation of each level in sample 1 numerically. The levels that supply 90% of the loop lie within about ±0.08 eV for the narrow sweep and ±0.09 eV for the wide one. The levels themselves move by ±0.03 and ±0.10 eV. The thermal width of the Fermi step largely sets the narrow band. For a very small sweep each level contributes in proportion to $-g'(E)$, so the fraction within $\pm a$ of the centre is $g(-a)-g(a)=\tanh(a/2k_BT)$. This reaches 90% at $a=2.94\,k_BT$, or 0.076 eV at 300 K. If the levels were not uniform in energy, the range could also select different groups of traps.

**Q:** Real oxides hardly have one relaxation time. Does a broad mixture rescue my reading?

**A:** It changes what you can infer. Let $\rho$ be the trap density per area, energy and unit of $\ln\tau$. The traps respond independently at this order, so their loops add:

$$H=s\lambda(2A)\int\rho(\ln\tau)\,F\!\left(\frac{P}{4\tau}\right)d\ln\tau.$$

If $\rho$ is constant well beyond the filter on both sides, it leaves the integral. The remaining area, 1.166 by numerical integration, does not depend on $P$, because changing $P$ merely slides $F$ along the $\ln\tau$ axis. The loop is then independent of sweep rate, yet it still counts only a slice of the traps.

If instead the density is constant per unit of barrier energy, $dE_B=k_BT\,d\ln\tau$ makes $H$ proportional to $T$. Heating from 300 to 360 K widens the loop by 20% with no new traps.

Within this model your reading has a safe case: if two samples have the same distribution of $\tau$, the same geometry and the same sweep, the filter cancels and the ratio of widths is the ratio of densities.

**Q:** I usually record the first loop after resting the gate at the low end. Is that the loop you calculated?

**A:** No, and for slow traps the difference is large. After a long rest $y(0)=-A$, so $C=S\tau$ on the up ramp. Hence

$$y_{\rm up}=-S\tau(1-e^{-u}),\qquad
y(P/2)=A-S\tau(1-e^{-2u}).$$

On the down ramp, with time $t'$ from the turning point, $y=V+S\tau+C'e^{-t'/\tau}$. Matching at the top gives $C'=-S\tau(2-e^{-2u})$. At the centre, $t'=P/4$,

$$y_{\rm down}=S\tau(1-2e^{-u}+e^{-3u}).$$

Subtracting, and using $S\tau/(2A)=1/(2u)$, replaces $F$ by

$$F_1=\frac{2-3e^{-u}+e^{-3u}}{2u}.$$

For small $u$ the constant and linear terms of the numerator cancel and leave $3u^2$. Thus $F_1\approx3u/2$, three times the steady value. For large $u$ both filters tend to $1/u$. Sample 2 needs about 14 of the 4 s periods for its initial offset to fall by a factor $e$, so a few warm-up cycles do not make its loop steady.

**Q:** You also assumed a bias-independent $\tau$ and a fixed Fermi level. How much rests on that?

**A:** Some of the widths depend on it strongly; the order of the steady loops in these five sweeps does not. I repeated the steady calculation numerically, level by level. With $x$ the Fermi level minus the trap level, divided by $k_BT$, I took capture and emission rates $e^{x/2}/(2\tau)$ and $e^{-x/2}/(2\tau)$. They have the correct equilibrium ratio, and their sum is $\cosh(x/2)/\tau$, so a trap driven far from the Fermi level relaxes faster. This symmetric split is one choice among several. Holding the capture rate fixed at $1/(2\tau)$ instead keeps the steady order in all five sweeps but gives other widths, for example 6.6 and 1.6 mV in the fast sweep. I also included the Fermi-level motion of the electron gas, the potential drop in the film and the field of the trapped charge, and read the loop at equal channel density.

| Sweep, in the same order | First loop, simple model, 1 / 2 (mV) | Fuller steady model, 1 / 2 (mV) |
|---|---:|---:|
| ±1 V, fast | 9.07 / 1.99 | 13.5 / 3.1 |
| ±1 V, slow | 1.26 / 35.4 | 1.4 / 43.6 |
| ±1 V, 360 K | 2.50 / 34.6 | 2.9 / 44.3 |
| ±0.3 V | 3.37 / 2.09 | 3.9 / 1.8 |
| ±1 V, same rate | 4.98 / 19.0 | 5.4 / 29.8 |

In the fast sweep the fuller width is 2.9 times the simple one for sample 1 and 4.6 times for sample 2. For sample 1, the bias-dependent rates alone give 7.4 mV, and the channel and feedback terms alone give 7.0 mV. The simple formula should not be used to extract an accurate density here. The first loop and the fuller model taken together do change the order: after a rest at the low end, the first fast loop of the fuller model is about 19 mV for sample 1 and 26 mV for sample 2, and sample 1 takes the lead only from the second cycle on.

**Q:** Could I at least use the maximum of $F$ to get a minimum trap density?

**A:** Within the simple steady model, yes: $D\ge H/(0.383\,s\lambda\,2A)$. But its ceiling for sample 1 is $0.383\times25.05=9.6$ mV, and the fuller model gives 13.5 mV. Applied to that loop, the supposed minimum would exceed the true density. The bound belongs to the model, not to every transistor.

**Q:** How close is your example to a real silicon device?

**A:** The trap densities, the 1 nm depth and the barriers are rough, plausible values for traps near a silicon–oxide interface, not a fit to a device. A 10 nm oxide is thick for modern logic. The sharpest idealization is one barrier and one depth per sample. A tunnelling estimate with a 3.1 eV barrier, mass 0.42 and a $10^{-13}$ s attempt time gives $\tau_0\approx1.2\times10^{-8}$ s, near the chosen value, but a further 0.1 nm of depth multiplies $\tau$ by 3.2. Averaging the filter over ±0.1 nm, with $s\lambda$ held fixed, changes the fast loops from 4.68 and 0.68 mV to 5.07 and 0.84 mV. Over ±0.4 nm the same average gives about 3 and 5.6 mV, so sample 2 then has the wider loop. A spread of barriers can also undo the reversal. In the simple model, a Gaussian spread with a standard deviation of 0.06 eV in both samples makes the fast loops nearly equal, 3.8 and 3.5 mV. With 0.10 eV they are 2.7 and 4.8 mV, and the sample with more traps has the wider loop. The reversal in the fast sweep therefore needs fairly narrow distributions of both depth and barrier. The largest oxide field, 2.5 MV/cm, is well below a rough breakdown field of 10 MV/cm. The model leaves out trap creation, exchange with the gate and moving ions, so a measured loop containing those needs a different analysis.

**Q:** Then what should I measure before ranking two samples?

**A:** Vary the period at fixed temperature and voltage range, and cycle until the loop repeats. If one relaxation time dominates and the simple model holds, the period of the widest loop gives $\tau=P/(4u_*)$, and the width of that loop then gives $D$, if $s$ and $\lambda$ are known. Repeating this at several temperatures gives the barrier from the slope of $\ln\tau$ against $1/T$. The barrier is the safest of the three: if sample 1 followed the fuller model, this recipe at ±1 V would return about half the true $\tau$ and 1.6 times the true $D$, but a barrier of 0.48 eV from 300 and 360 K, close to the true 0.50 eV. If there is no clear maximum, report the loop widths and the range of time constants that your sweeps covered; any trap density drawn from them depends on the distribution of $\tau$ you assume. Traps well outside that range may be numerous and still leave little mark on the loop.
